\section*{Why a screening length cannot be swapped between screening functions}

\section*{Question}

I am writing a small collision code for silicon implanted into silicon. For the repulsion between two atoms I use the universal (Ziegler--Biersack--Littmark) screening function, and for the screening length I took Firsov's formula, because it was already in my code. A colleague uses the same function with the ``universal'' length. For Si--Si the two lengths differ by only 4\%, and both start from the same constant, 0.8853. I expected our energies to differ by 4\% at most, but at a separation of 1~\AA\ the disagreement is clearly larger. Is one of us making a numerical error? Are the lengths not simply two estimates of the same atomic size?

\section*{Answer}

Neither of you need have a numerical error. You are using two different potentials. A screening length is the unit in which the argument of one particular screening function is measured, and exchanging it while the function stays the same gives a different potential.

\subsection*{The two potentials at 1~\AA}

In Hartree atomic units the screened repulsion of two neutral atoms is
\begin{equation}
V(r)=\frac{Z_1Z_2}{r}\,\phi\!\left(\frac{r}{a}\right),\qquad \phi(0)=1 .
\end{equation}
The universal function is
\begin{equation}
\begin{aligned}
\phi_U(x)={}&0.18175\,e^{-3.19980x}+0.50986\,e^{-0.94229x}\\
&+0.28022\,e^{-0.40290x}+0.02817\,e^{-0.20162x},
\end{aligned}
\end{equation}
and the two lengths, with $C=\tfrac12(3\pi/4)^{2/3}=0.8853$, are
\begin{equation}
a_U=\frac{C}{Z_1^{0.23}+Z_2^{0.23}},\qquad
a_F=\frac{C}{\bigl(Z_1^{1/2}+Z_2^{1/2}\bigr)^{2/3}} .
\end{equation}
For $Z_1=Z_2=14$ they are $a_U=0.1277$~\AA\ and $a_F=0.1225$~\AA, so $s\equiv a_F/a_U=0.9592$. At 1~\AA\ the reduced distance $x=r/a$ is 7.833 with the first and 8.166 with the second. The bare Coulomb energy there is 2822.3~eV, hence
\begin{align}
V_U&=2822.3\times0.01806\ \text{eV}\approx 51.0\ \text{eV},\\
V_{\rm mix}&=2822.3\times0.01610\ \text{eV}\approx 45.4\ \text{eV}.
\end{align}
The mixed potential is 10.9\% lower than the universal one.

\subsection*{Why 4\% becomes 11\%}

Take the logarithm of $V$ and differentiate at fixed $r$. Since $x=r/a$, we have $dx/d\ln a=-x$, and
\begin{equation}
\frac{\partial\ln V}{\partial\ln a}=\frac{\phi'(x)}{\phi(x)}\frac{dx}{d\ln a}
=-\frac{x\,\phi'(x)}{\phi(x)}\equiv S(x).
\end{equation}
A small relative change of the length is multiplied by $S$. At 1~\AA\ the universal function gives $S=2.72$. If $S$ is held constant over the small interval, $V_{\rm mix}/V_U\approx s^{S}=0.9592^{2.72}$, a change of $-10.7\%$. The full result is slightly larger in size because the average of $S$ between the two reduced distances is 2.76.

Physically, 1~\AA\ is almost eight screening lengths out. The electrons have cancelled all but 2\% of the Coulomb repulsion, and this small remainder falls steeply with distance. The amplification therefore depends on $r$:

\begin{center}
\begin{tabular}{ccc}
$r$ (\AA) & $S$ & change of $V$ (\%)\\
0.1 & 0.59 & $-2.4$\\
0.5 & 1.78 & $-7.2$\\
1.0 & 2.72 & $-10.9$\\
1.5 & 3.52 & $-13.8$\\
2.0 & 4.10 & $-15.8$
\end{tabular}
\end{center}

Both limits follow from the formula. As $x\to0$, $\phi\to1$ and $\phi'$ stays finite, so $S\to0$: close to the nuclei there is little screening to get wrong. At large $x$ the slowest exponential dominates and $S\to0.20162\,x$, which grows without limit, although the energy itself is then small.

\subsection*{Where a length comes from}

The Thomas--Fermi atom shows how function and length are tied together. Let the electrostatic potential of a neutral atom be $\Phi=Z\phi(r/a)/r$. The Thomas--Fermi density is $\rho=(2\Phi)^{3/2}/(3\pi^2)$, and Poisson's equation outside the nucleus is $\nabla^2\Phi=4\pi\rho$. For a spherical potential $\nabla^2\Phi=(r\Phi)''/r$, and $r\Phi=Z\phi(r/a)$, so
\begin{equation}
\frac{Z}{a^2r}\,\phi''(x)=\frac{4}{3\pi}\left(\frac{2Z\phi}{r}\right)^{3/2}.
\end{equation}
Multiply by $a^2r/Z$ and put $r=ax$:
\begin{equation}
\phi''(x)=\left[\frac{8\sqrt2}{3\pi}\,Z^{1/2}a^{3/2}\right]\frac{\phi^{3/2}}{\sqrt x}.
\end{equation}
The equation is the same for every atom if the bracket equals one, which requires
\begin{equation}
a_{\rm TF}=\left(\frac{3\pi}{8\sqrt2}\right)^{2/3}Z^{-1/3}
=\frac12\left(\frac{3\pi}{4}\right)^{2/3}Z^{-1/3}=C\,Z^{-1/3}.
\end{equation}
This is the origin of the constant 0.8853. Firsov's length extends the result to two atoms, and reduces to $C Z_1^{-1/3}$ when $Z_2\to0$.

Now keep this $\phi$ but use a length $a'=s\,a_{\rm TF}$. The number of electrons becomes
\begin{equation}
N=\int_0^\infty4\pi r^2\rho\,dr
=Z\left[\frac{8\sqrt2}{3\pi}Z^{1/2}a'^{3/2}\right]\int_0^\infty\!\sqrt x\,\phi^{3/2}dx .
\end{equation}
The bracket is $(a'/a_{\rm TF})^{3/2}=s^{3/2}$. In the integral, the differential equation gives $\sqrt x\,\phi^{3/2}=x\phi''$, and integration by parts gives $[x\phi'-\phi]_0^\infty=1$, because $\phi(0)=1$ and all other boundary terms vanish. Therefore $N=s^{3/2}Z$. With $s=0.9592$, the Thomas--Fermi density of silicon would hold 13.15 electrons instead of 14. Yet the potential still falls off faster than $1/r$, which by Gauss's law requires 14 electrons. With the wrong length, the density and the potential contradict each other.

The universal function does not solve this equation. It is a fit, made in the variable $r/a_U$, so $a_U$ is part of the fit. The shared constant $C$ does not make the lengths interchangeable.

\subsection*{Can the function be converted to Firsov's length?}

Yes, for one pair of atoms. Since $r/a_U=s\,r/a_F$, the function $\tilde\phi(y)=\phi_U(sy)$ used with $a_F$ reproduces the universal potential. But $s$ depends on the atoms, so no single $\tilde\phi$ serves all pairs. For equal atoms
\begin{equation}
s=\frac{2Z^{0.23}}{(2Z^{1/2})^{2/3}}=2^{1/3}Z^{-(1/3-0.23)},
\end{equation}
which equals one at $Z=2^{(1/3)/(1/3-0.23)}=9.36$. Below this value Firsov's length is the longer one and mixing raises the repulsion. At 1~\AA\ the change is $+11.5\%$ for C--C, $-0.8\%$ for B--Si and $-25\%$ for As--Si. A check with boron in silicon alone could thus miss the fault. Lindhard's length, $C/(Z_1^{2/3}+Z_2^{2/3})^{1/2}$, errs the other way for Si--Si: in the universal function it raises the energy by 22\%.

\subsection*{What it does to collisions}

Write the mixed potential in terms of the proper one. Because $V_U(r/s)=(sZ_1Z_2/r)\,\phi_U(r/(sa_U))$ and $sa_U=a_F$,
\begin{equation}
V_{\rm mix}(r)=\frac1s\,V_U\!\left(\frac rs\right).
\end{equation}
For a head-on collision of equal masses, half the laboratory energy is available in the centre-of-mass frame. A 100~eV silicon atom that strikes one at rest thus comes closest to it where $V=50$~eV; the first atom ends at rest and the second carries off the energy. Solving for this distance numerically gives 1.005~\AA\ with the universal length and 0.975~\AA\ with the mixed potential, 3\% closer.

For other collisions, with impact parameter $b$ and centre-of-mass energy $E_c$, the deflection is
\begin{equation}
\theta=\pi-2b\int_{r_{\min}}^\infty\frac{dr}{r^2\sqrt{1-V(r)/E_c-b^2/r^2}} .
\end{equation}
Insert $V_{\rm mix}$ and set $r=sr'$, $b=sb'$. The factors of $s$ in $b\,dr/r^2$ cancel, $b/r$ is unchanged, and $V_{\rm mix}(r)/E_c=V_U(r')/(sE_c)$. The deflection is that of the universal potential at impact parameter $b/s$ and energy $sE_c$. For equal masses the energy transfer is $T=E\sin^2(\theta/2)$, with $E$ the laboratory energy. The nuclear stopping cross-section $S_n=2\pi\int T\,b\,db$ then acquires $s^2$ from $b\,db$ and $1/s$ from writing $E=(sE)/s$:
\begin{equation}
S_n^{\rm mix}(E)=s\,S_n^{U}(sE).
\end{equation}

I integrated both potentials numerically and multiplied by a rounded density of 50 atoms per nm$^3$. At 100~eV the stopping falls from 95.9 to 90.1~eV/nm, by 6.0\%; at 10~keV it falls from 393.5 to 376.6~eV/nm, by 4.3\%. If $S_n\propto E^p$ locally, the ratio is $s^{1+p}$, and these numbers correspond to $p\approx0.5$ and $p\approx0.05$. At 10~keV the stopping hardly depends on energy, so little more than the bare factor $s$ remains. The 11\% at 1~\AA\ is therefore not the error of the stopping.

\subsection*{Does correct pairing make the potential accurate?}

Not by itself. The Thomas--Fermi function, solved numerically and used with Firsov's length, gives 99.6~eV for Si--Si at 1~\AA. The Kr--C function,
\begin{equation}
\begin{aligned}
\phi(x)={}&0.190945\,e^{-0.278544x}+0.473674\,e^{-0.637174x}\\
&+0.335381\,e^{-1.919249x},
\end{aligned}
\end{equation}
also used with Firsov's length, gives 62.8~eV. Both are standard pairings, yet they lie further from the universal value than your mixed one does. (The one-atom derivation does not fix the two-atom length: with Lindhard's length the Thomas--Fermi function gives 121.8~eV.) Pairing ensures that you compute the potential you name; its accuracy is a separate question.

For a reference that treats this particular pair, I computed the energy of Si$_2$ at 1~\AA\ minus that of two free atoms, with all electrons and the PBE functional, taking the lowest of the singlet, triplet and quintet solutions. The result is 55.5~eV in the def2-SVP basis and 52.8~eV in def2-TZVP. Relative to the latter, the universal value is 3.5\% low and the mixed one 14\% low. The reference is not yet converged in the basis. It falls by 2.7~eV from the first basis to the second, and by a further 1.0~eV, to 51.8~eV, if the def2-TZVP functions are uncontracted (singlet only); the universal value is then 1.6\% low and the mixed one 12\% low. Uncontracted def2-QZVP lowers it by another 0.2~eV, to 51.6~eV. The error of the functional is not included either, so this calculation cannot grade the universal potential to a few percent. Nor would agreement at one distance justify a mixed potential.

In a real implant, an ion that starts at 10~keV also sets atoms in motion with energies near 100~eV, so both energies above are relevant. Two omissions matter here. First, the ion also loses energy to electrons. The Lindhard--Scharff estimate,
\begin{equation}
S_e=\frac{8\pi Z_1^{7/6}Z_2}{(Z_1^{2/3}+Z_2^{2/3})^{3/2}}\,v ,
\end{equation}
with $v$ the ion speed for a mass of 28~u, gives 88~eV/nm at 10~keV. This is 22\% of the nuclear stopping, several times the change caused by mixing. Second, at 2.35~\AA, roughly the bond length in crystalline silicon, the universal potential is still repulsive by 1.0~eV, whereas real neighbours are bound. Slow recoils and annealing need a potential that contains the bond, joined to the screened repulsion at short range. The stopping figures also assume randomly placed atoms, which fails for an ion channelled along a crystal axis; I have not estimated that effect. They also count isolated binary collisions at all impact parameters. Cutting $b$ at 1.53~\AA, the radius of a disc that holds one atom per mean atomic spacing, turns the 100~eV values into 92.6 and 87.6~eV/nm (a change of $-5.5\%$) and leaves the 10~keV values as they are.

In your code, store each screening function together with its own length formula, so that choosing one selects the other. For the universal function that formula is $a_U$.
